# Choosing Linewidth Spacing in an Interpolated Reflectance Library: test program

```python
"""Linewidth spacing of a reflectance library.

Result under test: with node spacing h, linear interpolation has signal error
|e_j| <= h^2 M_j/8, M_j = max|R_j''|. A least-squares linewidth fit then has
bias -sum(b_j e_j)/sum(b_j^2), where b_j are chord slopes of the cell, and
|bias| <= h^2 K/8 with K = max_cells sum(|b_j| M_j)/sum(b_j^2).
R_j: zero-order reflectance at wavelength j; w: linewidth. Lengths are in nm.
Fields vary as exp(-i omega t); the electric field lies along the lines.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

PITCH, HEIGHT, N_RESIST = 200.0, 200.0, 1.6
W_LOW, W_HIGH = 80.0, 120.0
WAVELENGTHS = np.array([450.0, 500.0, 550.0, 600.0, 650.0, 700.0])
# Rough typical silicon indices, rounded.
N_SILICON = np.array([4.7 + 0.1j, 4.3 + 0.07j, 4.1 + 0.04j,
                      3.9 + 0.03j, 3.85 + 0.02j, 3.8 + 0.01j])
BUDGET, NOISE, GUARD, PILOT_STEP = 0.02, 0.001, 1.10, 2.0


def layer_matrix(width, eps_line, k0, kx, m):
    """Matrix Q^2 of one layer, with air between the lines."""
    fill = width / PITCH
    difference = m[:, None] - m
    eps = np.eye(len(m)) + (eps_line - 1) * fill * np.sinc(difference * fill)
    return k0**2 * eps - np.diag(kx**2)


def reflectance(wavelength, n_sub, layers, sin_theta=0.0, orders=10):
    """Layers run from top to bottom: (line width, thickness, permittivity)."""
    k0 = 2 * np.pi / wavelength
    m = np.arange(-orders, orders + 1)
    kx = k0 * sin_theta + 2 * np.pi * m / PITCH
    unit = np.eye(len(m))
    air = np.diag(np.sqrt(k0**2 - kx**2 + 0j))
    admittance = np.diag(np.sqrt((k0 * n_sub)**2 - kx**2 + 0j))
    for width, thickness, eps_line in reversed(layers):
        values, vectors = np.linalg.eigh(
            layer_matrix(width, eps_line, k0, kx, m))
        q = np.sqrt(values + 0j)
        q_matrix = (vectors * q) @ vectors.T
        phase = (vectors * np.exp(1j * q * thickness)) @ vectors.T
        bottom = np.linalg.solve(q_matrix + admittance, q_matrix - admittance)
        back = phase @ bottom @ phase
        admittance = q_matrix @ (unit - back) @ np.linalg.inv(unit + back)
    amplitude = np.linalg.solve(air + admittance,
                                (air - admittance)[:, orders])
    return abs(amplitude[orders])**2


def line(width, height=HEIGHT, index=N_RESIST):
    return [(width, height, index**2)]


def spectrum(layers, index_shift=0.0, sin_theta=0.0, orders=10):
    return np.array([reflectance(wl, ns + index_shift, layers,
                                 sin_theta, orders)
                     for wl, ns in zip(WAVELENGTHS, N_SILICON)])


def real_space_reflectance(width, wavelength, n_sub, nx=40, nz=100):
    """Independent finite-difference solution on an x-z grid."""
    k0, dx, dz = 2 * np.pi / wavelength, PITCH / nx, HEIGHT / nz
    x = (np.arange(nx) + 0.5) * dx - PITCH / 2
    eps = np.where(abs(x) < width / 2, N_RESIST**2, 1.0)
    unit = np.eye(nx)
    second_x = (np.roll(unit, 1, 0) + np.roll(unit, -1, 0) - 2 * unit) / dx**2
    operator = second_x + np.diag(k0**2 * eps)
    kx = 2 * np.pi * np.fft.fftfreq(nx, dx)

    def outside(index):
        kz = np.sqrt((k0 * index)**2 - kx**2 + 0j)
        return np.fft.ifft(kz[:, None] * np.fft.fft(unit, axis=0), axis=0)

    air, substrate = outside(1.0), outside(n_sub)
    end = operator - 2 * unit / dz**2 + 2j * substrate / dz
    transfer = -np.linalg.inv(end) * 2 / dz**2
    for _ in range(nz - 1):
        transfer = -np.linalg.inv(dz**2 * operator - 2 * unit + transfer)
    top = (2 * (transfer - unit) / dz**2 + 2j * air / dz + operator)
    field = np.linalg.solve(top, 4j / dz * (air @ np.ones(nx)))
    return abs(field.mean() - 1)**2


def interpolate(x, nodes, library):
    i = min(max(int(np.searchsorted(nodes, x)) - 1, 0), len(nodes) - 2)
    t = (x - nodes[i]) / (nodes[i + 1] - nodes[i])
    return (1 - t) * library[i] + t * library[i + 1]


def fit(signal, nodes, library):
    """Global scan followed by numerical minimization of the misfit."""
    def misfit(x):
        return np.sum((interpolate(x, nodes, library) - signal)**2)
    scan = np.arange(W_LOW, W_HIGH + 0.5, 1.0)
    start = scan[np.argmin([misfit(x) for x in scan])]
    return minimize_scalar(misfit, bounds=(start - 1, start + 1),
                           method="bounded", options={"xatol": 1e-8}).x


def build(cells):
    nodes = np.linspace(W_LOW, W_HIGH, cells + 1)
    return nodes, np.array([spectrum(line(w)) for w in nodes])


def certificate(nodes, library, curvature):
    h = nodes[1] - nodes[0]
    chord = np.diff(library, axis=0) / h
    ratio = np.max((abs(chord) @ curvature) / np.sum(chord**2, axis=1))
    return h**2 * ratio / 8, ratio


# Solver checks: uniform film, exact layer mode, real-space grating solution.
wl, ns = WAVELENGTHS[1], N_SILICON[1]
k0 = 2 * np.pi / wl
r_top = (1 - N_RESIST) / (1 + N_RESIST)
r_bottom = (N_RESIST - ns) / (N_RESIST + ns)
turn = np.exp(2j * k0 * N_RESIST * HEIGHT)
film = abs((r_top + r_bottom * turn) / (1 + r_top * r_bottom * turn))**2
film_solver = reflectance(wl, ns, line(PITCH))
assert abs(film - film_solver) < 1e-10


def mode_condition(n_squared, width=100.0):
    k1 = k0 * np.sqrt(N_RESIST**2 - n_squared + 0j)
    k2 = k0 * np.sqrt(1 - n_squared + 0j)
    gap = PITCH - width
    return (np.cos(k1 * width) * np.cos(k2 * gap) - 1
            - 0.5 * (k1 / k2 + k2 / k1)
            * np.sin(k1 * width) * np.sin(k2 * gap)).real


mode_exact = np.sqrt(brentq(mode_condition, 1.0001, N_RESIST**2 - 0.0001))
m = np.arange(-10, 11)
mode_fourier = np.sqrt(np.linalg.eigvalsh(layer_matrix(
    100.0, N_RESIST**2, k0, 2 * np.pi * m / PITCH, m))[-1]) / k0
assert abs(mode_exact - mode_fourier) < 1e-4
grating_fourier = reflectance(wl, ns, line(100.0))
grating_grid = real_space_reflectance(100.0, wl, ns)
# The allowance covers second-order errors of the 5 nm by 2 nm grid.
assert abs(grating_fourier - grating_grid) < 2e-3

# Pilot calculation and library design.
pilot_w = np.arange(W_LOW - PILOT_STEP, W_HIGH + 1.5 * PILOT_STEP, PILOT_STEP)
pilot = np.array([spectrum(line(w)) for w in pilot_w])
pilot_slope = (pilot[2:] - pilot[:-2]) / (2 * PILOT_STEP)
pilot_second = (pilot[2:] - 2 * pilot[1:-1] + pilot[:-2]) / PILOT_STEP**2
pilot_max = np.max(abs(pilot_second), axis=0)
curvature = GUARD * pilot_max
pilot_ratio = np.max((abs(pilot_slope) @ curvature)
                     / np.sum(pilot_slope**2, axis=1))
trial_h = np.sqrt(8 * BUDGET / pilot_ratio)
cells = int(np.ceil((W_HIGH - W_LOW) / trial_h))
first_cells = cells
nodes, library = build(cells)
bound, ratio = certificate(nodes, library, curvature)
while bound > BUDGET:
    cells += 1
    nodes, library = build(cells)
    bound, ratio = certificate(nodes, library, curvature)
h = nodes[1] - nodes[0]
assert h * ratio < 2

# Dense reference data test the curvature estimate and both error bounds.
step = 0.25
dense_w = np.arange(W_LOW - step, W_HIGH + 1.5 * step, step)
dense = np.array([spectrum(line(w)) for w in dense_w])
slope = (dense[2:] - dense[:-2]) / (2 * step)
second = (dense[2:] - 2 * dense[1:-1] + dense[:-2]) / step**2
dense_max = np.max(abs(second), axis=0)
assert np.all(dense_max <= curvature)
grid_w, grid_r = dense_w[1:-1], dense[1:-1]
truth, signals = grid_w[1:-1], grid_r[1:-1]
errors = np.array([interpolate(w, nodes, library) for w in truth]) - signals
error_max = np.max(abs(errors), axis=0)
error_bound = h**2 * curvature / 8
assert np.all(error_max <= error_bound)

bias = np.array([fit(s, nodes, library) for s in signals]) - truth
chords = np.diff(library, axis=0) / h
cell_index = np.clip(np.searchsorted(nodes, truth) - 1, 0, cells - 1)
b = chords[cell_index]
converted = -np.sum(b * errors, axis=1) / np.sum(b**2, axis=1)
# The scalar minimizer resolves about 2e-6 nm at these linewidths.
assert np.max(abs(bias - converted)) < 2e-5
assert np.max(abs(bias)) <= bound <= BUDGET
worst = np.argmax(abs(bias))

# Quadratic scaling and leading law, using libraries taken from dense data.
log_slope = np.gradient(np.log(np.linalg.norm(slope, axis=1)), step)
scaled = {}
for spacing in (2.0, 1.0):
    stride = int(spacing / step)
    n_test, l_test = grid_w[::stride], grid_r[::stride]
    scaled[spacing] = np.array([fit(s, n_test, l_test)
                                for s in signals]) - truth
t = np.mod(truth - W_LOW, 1.0)
leading = -0.5 * t * (1 - t) * log_slope[1:-1]
leading_error = (np.max(abs(scaled[1.0] - leading))
                 / np.max(abs(scaled[1.0])))
scaling = np.max(abs(scaled[2.0])) / np.max(abs(scaled[1.0]))
assert leading_error < 0.15
assert 3.5 < scaling < 4.5

# Inversion of the channel with the largest minimum slope.
min_slope = np.min(abs(slope), axis=0)
monotone = np.all(slope > 0, axis=0) | np.all(slope < 0, axis=0)
assert np.any(monotone)
channel = int(np.argmax(np.where(monotone, min_slope, -1)))
order = np.argsort(library[:, channel])
single = np.interp(signals[:, channel], library[order, channel], nodes[order])
single_bias = np.max(abs(single - truth))
single_bound = h**2 * curvature[channel] / (8 * min_slope[channel])
assert single_bias <= single_bound

# Alternative spacing: set the largest signal-error bound equal to the noise.
noise_h = np.sqrt(8 * NOISE / np.max(curvature))
noise_cells = int(np.ceil((W_HIGH - W_LOW) / noise_h))
noise_nodes, noise_library = build(noise_cells)
noise_bias = max(abs(fit(s, noise_nodes, noise_library) - w)
                 for s, w in zip(signals, truth))
noise_bound, noise_ratio = certificate(noise_nodes, noise_library, curvature)
assert noise_nodes[1] - noise_nodes[0] < 2 / noise_ratio
assert noise_bias <= noise_bound

# Random noise and neglected physical effects at 100 nm.
nominal_w = 100.0
nominal = spectrum(line(nominal_w))
base_fit = fit(nominal, nodes, library)
slope_norm = np.linalg.norm(slope[np.argmin(abs(grid_w - nominal_w))])
sigma_w = NOISE / slope_norm
rng = np.random.default_rng(7)
sigma_mc = np.std([fit(nominal + rng.normal(0, NOISE, len(nominal)),
                       nodes, library) for _ in range(400)])
assert abs(sigma_mc / sigma_w - 1) < 0.15

depths = (np.arange(10) + 0.5) * HEIGHT / 10
tapered = [(nominal_w + 2 * (z - HEIGHT / 2) * np.tan(np.radians(2)),
            HEIGHT / 10, N_RESIST**2) for z in depths]
effects = {
    "height +1 nm": spectrum(line(nominal_w, height=HEIGHT + 1)),
    "resist index +0.01": spectrum(line(nominal_w, index=N_RESIST + 0.01)),
    "silicon index +0.05": spectrum(line(nominal_w), index_shift=0.05),
    "sidewall 88 deg": spectrum(tapered),
    "oxide 1 nm, index 1.46": spectrum(line(nominal_w)
                                       + [(PITCH, 1.0, 1.46**2)]),
    "focus across lines, NA 0.1": (8 * nominal + 10 * spectrum(
        line(nominal_w), sin_theta=0.1 * np.sqrt(0.6))) / 18,
    "linewidth spread 2 nm rms": (spectrum(line(nominal_w - 2))
                                  + spectrum(line(nominal_w + 2))) / 2,
    "Fourier orders 10 to 20": spectrum(line(nominal_w), orders=20),
}

print(f"pitch, height: {PITCH:.0f}, {HEIGHT:.0f} nm; resist index {N_RESIST}")
print(f"linewidth range: {W_LOW:.0f} to {W_HIGH:.0f} nm")
print(f"bias budget: {BUDGET:.3f} nm; curvature guard: {GUARD:.2f}")
print(f"film R at 500 nm, formula/solver: {film:.6f} / {film_solver:.6f}")
print(f"mode index, exact/Fourier: {mode_exact:.6f} / {mode_fourier:.6f}")
print(f"grating R, Fourier/grid: {grating_fourier:.5f} / {grating_grid:.5f}")
print("channels: wavelength nm, silicon index, R at 100 nm")
for wl, ns, value in zip(WAVELENGTHS, N_SILICON, nominal):
    print(f"  {wl:.0f}  {ns.real:.2f}+{ns.imag:.2f}i  {value:.5f}")
print("wavelength nm; pilot and dense max|R''| in 1e-5/nm^2;")
print("  min|R'| in 1e-3/nm; signal error and bound in 1e-5; monotone")
for j, wl in enumerate(WAVELENGTHS):
    print(f"  {wl:.0f}  {pilot_max[j]*1e5:.3f}  {dense_max[j]*1e5:.3f}  "
          f"{min_slope[j]*1e3:.3f}  {error_max[j]*1e5:.3f}  "
          f"{error_bound[j]*1e5:.3f}  {bool(monotone[j])}")
print(f"pilot spacing: {PILOT_STEP:.1f} nm; pilot K: {pilot_ratio:.5f} 1/nm")
print(f"trial spacing: {trial_h:.4f} nm; first cell count: {first_cells}")
print(f"final cells: {cells}; nodes: {len(nodes)}; spacing: {h:.4f} nm")
print(f"certified K: {ratio:.5f} 1/nm; hK: {h*ratio:.4f}")
print(f"bias bound: {bound:.5f} nm; largest bias: {abs(bias[worst]):.5f} nm")
print(f"worst linewidth: {truth[worst]:.2f} nm")
print(f"bias there, fit/converted: {bias[worst]:.6f} / "
      f"{converted[worst]:.6f} nm")
print(f"bias ratio, 2 nm to 1 nm spacing: {scaling:.3f}")
print(f"leading-law error / largest bias at 1 nm: {leading_error:.4f}")
print(f"single channel: {WAVELENGTHS[channel]:.0f} nm wavelength")
print(f"single-channel bias/bound: {single_bias:.5f} / {single_bound:.5f} nm")
print(f"noise per channel: {NOISE:.4f}; noise-rule h: {noise_h:.3f} nm")
print(f"noise-rule cells: {noise_cells}; used spacing: "
      f"{noise_nodes[1]-noise_nodes[0]:.3f} nm")
print(f"noise-rule bias/bound: {noise_bias:.5f} / {noise_bound:.5f} nm")
print(f"slope norm at 100 nm: {slope_norm:.6f} 1/nm")
print(f"random linewidth sigma, formula/trials: {sigma_w:.4f} / "
      f"{sigma_mc:.4f} nm")
print("neglected effects, fitted linewidth shift at 100 nm:")
for name, signal in effects.items():
    print(f"  {name}: {fit(signal, nodes, library)-base_fit:+.4f} nm")
print("done: every assertion held")
```

It prints:

```
pitch, height: 200, 200 nm; resist index 1.6
linewidth range: 80 to 120 nm
bias budget: 0.020 nm; curvature guard: 1.10
film R at 500 nm, formula/solver: 0.227415 / 0.227415
mode index, exact/Fourier: 1.363496 / 1.363491
grating R, Fourier/grid: 0.37503 / 0.37499
channels: wavelength nm, silicon index, R at 100 nm
  450  4.70+0.10i  0.35040
  500  4.30+0.07i  0.37503
  550  4.10+0.04i  0.36801
  600  3.90+0.03i  0.33292
  650  3.85+0.02i  0.29834
  700  3.80+0.01i  0.25852
wavelength nm; pilot and dense max|R''| in 1e-5/nm^2;
  min|R'| in 1e-3/nm; signal error and bound in 1e-5; monotone
  450  2.863  2.864  1.517  2.192  2.461  True
  500  2.128  2.129  0.289  1.660  1.829  True
  550  1.388  1.389  0.001  1.085  1.193  False
  600  0.948  0.948  0.384  0.735  0.814  True
  650  1.202  1.201  0.592  0.870  1.033  True
  700  2.141  2.141  0.357  1.604  1.840  True
pilot spacing: 2.0 nm; pilot K: 0.02445 1/nm
trial spacing: 2.5579 nm; first cell count: 16
final cells: 16; nodes: 17; spacing: 2.5000 nm
certified K: 0.02406 1/nm; hK: 0.0602
bias bound: 0.01880 nm; largest bias: 0.01339 nm
worst linewidth: 81.25 nm
bias there, fit/converted: -0.013394 / -0.013394 nm
bias ratio, 2 nm to 1 nm spacing: 3.934
leading-law error / largest bias at 1 nm: 0.0044
single channel: 450 nm wavelength
single-channel bias/bound: 0.01412 / 0.01622 nm
noise per channel: 0.0010; noise-rule h: 15.937 nm
noise-rule cells: 3; used spacing: 13.333 nm
noise-rule bias/bound: 0.31881 / 0.50145 nm
slope norm at 100 nm: 0.002391 1/nm
random linewidth sigma, formula/trials: 0.4183 / 0.4038 nm
neglected effects, fitted linewidth shift at 100 nm:
  height +1 nm: +2.2319 nm
  resist index +0.01: +2.4076 nm
  silicon index +0.05: -0.1790 nm
  sidewall 88 deg: -0.9825 nm
  oxide 1 nm, index 1.46: +2.2171 nm
  focus across lines, NA 0.1: -0.4460 nm
  linewidth spread 2 nm rms: +0.0184 nm
  Fourier orders 10 to 20: +0.0015 nm
done: every assertion held
```
